# Giant-Spin Anisotropy of a Dimer from Local and Pair Tensors: test program

```python
"""Giant-spin anisotropy of an exchange-coupled dimer.

H = J S1.S2 + S1.D1.S1 + S2.D2.S2 + S1.D12.S2, all D symmetric, traceless.
Result under test: in the multiplet of total spin S >= 1, to first order,
  D_S = d1 D1 + d2 D2 + d12 D12,
  d1  = (6 K^2 - 3 K - 2 a X) / (X (4 X - 3)),  K = (X + a - b)/2,
  a = S1(S1+1), b = S2(S2+1), X = S(S+1);  d2 by exchange of the spins,
  d12 = (1 - d1 - d2)/2.
The formulas are compared with explicit projection of operator matrices,
with 6j and 9j symbols, and with full diagonalization of H.
"""
import numpy as np
from scipy import constants as const
from sympy import Rational
from sympy.physics.wigner import wigner_6j, wigner_9j


def spin_matrices(s):
    m = s - np.arange(int(round(2 * s)) + 1)
    plus = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)])


def pair_spins(s1, s2):
    one, two = spin_matrices(s1), spin_matrices(s2)
    e1, e2 = np.eye(one.shape[1]), np.eye(two.shape[1])
    return (np.array([np.kron(c, e2) for c in one]),
            np.array([np.kron(e1, c) for c in two]))


def contract(left, tensor, right):
    return sum(tensor[i, j] * left[i] @ right[j]
               for i in range(3) for j in range(3))


def total_spins(s1, s2):
    return [abs(s1 - s2) + k for k in range(int(round(2 * min(s1, s2))) + 1)]


def multiplet_basis(total, s):
    w, v = np.linalg.eigh(contract(total, np.eye(3), total))
    basis = v[:, abs(w - s * (s + 1)) < 1e-6]
    assert basis.shape[1] == int(round(2 * s)) + 1
    return basis


def local_coefficient(s1, s2, s):
    a, b, x = s1 * (s1 + 1), s2 * (s2 + 1), s * (s + 1)
    k = (x + a - b) / 2
    return (6 * k**2 - 3 * k - 2 * a * x) / (x * (4 * x - 3))


def coefficients(s1, s2, s):
    d1, d2 = local_coefficient(s1, s2, s), local_coefficient(s2, s1, s)
    return d1, d2, (1 - d1 - d2) / 2


def reduced_rank2(j):
    return np.sqrt((2*j - 1) * 2*j * (2*j + 1) * (2*j + 2) * (2*j + 3) / 24)


def reduced_rank1(j):
    return np.sqrt(j * (j + 1) * (2 * j + 1))


def recoupled_local(s1, s2, s):
    p, q, t = [Rational(int(round(2 * v)), 2) for v in (s1, s2, s)]
    sign = (-1) ** int(round(s1 + s2 + s))
    return (sign * (2 * s + 1) * float(wigner_6j(p, t, q, t, p, 2))
            * reduced_rank2(s1) / reduced_rank2(s))


def recoupled_pair(s1, s2, s):
    p, q, t = [Rational(int(round(2 * v)), 2) for v in (s1, s2, s)]
    nine = float(wigner_9j(p, p, 1, q, q, 1, t, t, 2))
    return (np.sqrt(5) * (2 * s + 1) * nine * reduced_rank1(s1)
            * reduced_rank1(s2) / reduced_rank2(s))


# ---- coefficients against explicit projection and recoupling symbols ----
rng = np.random.default_rng(4)
random_tensor = rng.normal(size=(3, 3))
random_tensor = random_tensor + random_tensor.T
random_tensor -= np.eye(3) * np.trace(random_tensor) / 3
spin_values = [0.5, 1.0, 1.5, 2.0, 2.5]
cases, worst_projection, worst_recoupling = 0, 0.0, 0.0
for s1 in spin_values:
    for s2 in [v for v in spin_values if v <= s1]:
        A, B = pair_spins(s1, s2)
        T = A + B
        operators = [contract(A, random_tensor, A),
                     contract(B, random_tensor, B),
                     contract(A, random_tensor, B)]
        reference = contract(T, random_tensor, T)
        cross = [A[1] @ B[2] - A[2] @ B[1], A[2] @ B[0] - A[0] @ B[2],
                 A[0] @ B[1] - A[1] @ B[0]]
        for s in total_spins(s1, s2):
            P = multiplet_basis(T, s)
            Pd = P.conj().T
            # antisymmetric exchange has no first-order effect
            assert max(abs(Pd @ c @ P).max() for c in cross) < 1e-10
            projected = [Pd @ o @ P for o in operators]
            if s < 1:
                assert max(abs(o).max() for o in projected) < 1e-10
                continue
            ref = Pd @ reference @ P
            measured = []
            for o in projected:
                c = np.trace(ref @ o).real / np.trace(ref @ ref).real
                assert abs(o - c * ref).max() < 1e-9
                measured.append(c)
            formula = coefficients(s1, s2, s)
            error = np.abs(np.array(measured) - formula).max()
            worst_projection = max(worst_projection, error)
            symbols = (recoupled_local(s1, s2, s),
                       recoupled_local(s2, s1, s), recoupled_pair(s1, s2, s))
            error = np.abs(np.array(measured) - symbols).max()
            worst_recoupling = max(worst_recoupling, error)
            # contraction of the local tensor with S_i S_j
            a, b, x = s1 * (s1 + 1), s2 * (s2 + 1), s * (s + 1)
            k = (x + a - b) / 2
            contraction = sum(
                ((A[i] @ A[j] + A[j] @ A[i]) / 2
                 - (i == j) * a / 3 * np.eye(len(A[0]))) @ T[i] @ T[j]
                for i in range(3) for j in range(3))
            expected = (k**2 - k / 2 - a * x / 3) * np.eye(P.shape[1])
            assert abs(Pd @ contraction @ P - expected).max() < 1e-9
            if s1 == s2:
                equal_local = (3 * x - 3 - 4 * a) / (2 * (4 * x - 3))
                equal_pair = (x + 4 * a) / (2 * (4 * x - 3))
                assert abs(measured[0] - equal_local) < 1e-9
                assert abs(measured[2] - equal_pair) < 1e-9
            if s == s1 + s2:
                top = s * (2 * s - 1)
                assert abs(measured[0] - s1 * (2 * s1 - 1) / top) < 1e-9
                assert abs(measured[2] - 2 * s1 * s2 / top) < 1e-9
            cases += 1
assert worst_projection < 1e-9 and worst_recoupling < 1e-9
print(f"multiplets tested (S1, S2 up to 5/2, S >= 1): {cases}")
print(f"largest error, closed form vs projection: {worst_projection:.1e}")
print(f"largest error, 6j/9j vs projection: {worst_recoupling:.1e}")

for s1, s2 in [(0.5, 0.5), (1.0, 1.0), (2.5, 2.5), (2.5, 1.0)]:
    for s in total_spins(s1, s2):
        if s >= 1:
            d1, d2, d12 = coefficients(s1, s2, s)
            print(f"S1={s1} S2={s2} S={s}: d1={d1:.4f} d2={d2:.4f} "
                  f"d12={d12:.4f}")


# ---- worked examples, energies in eV, distance in angstrom ----
def axial(strength, axis):
    axis = np.array(axis) / np.linalg.norm(axis)
    return strength * (np.outer(axis, axis) - np.eye(3) / 3)


def multiplet_levels(A, B, exchange, anisotropy, spins, s):
    """Centred exact levels; J > 0 orders the multiplets by rising S."""
    w = np.linalg.eigvalsh(exchange * contract(A, np.eye(3), B) + anisotropy)
    start = int(round(sum(2 * v + 1 for v in spins if v < s)))
    levels = w[start:start + int(round(2 * s)) + 1]
    return levels - levels.mean()


def giant_levels(tensor, s):
    S = spin_matrices(s)
    return np.linalg.eigvalsh(contract(S, tensor, S))


def deviations(A, B, exchange, anisotropy, spins, s, tensor):
    model = giant_levels(tensor, s)
    dev = [abs(multiplet_levels(A, B, f * exchange, anisotropy, spins, s)
               - model).max() for f in (1, 2, 4, 8)]
    # neglected mixing is second order: deviation proportional to 1/J
    assert abs(dev[2] / dev[3] - 2) < 0.1
    return dev


def show(label, t):
    print(f"{label} xx,yy,zz,xz (eV): {t[0, 0]:.4e} {t[1, 1]:.4e} "
          f"{t[2, 2]:.4e} {t[0, 2]:.4e}")


J, distance, g = 0.010, 3.0, 2.0
bohr_magneton = const.physical_constants["Bohr magneton"][0]
dipole = (const.mu_0 / (4 * np.pi) * (g * bohr_magneton)**2
          / (distance * const.angstrom)**3 / const.e)
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
dipole_au = const.fine_structure**2 * (g / 2)**2 / (distance / bohr)**3
assert abs(dipole_au * hartree / dipole - 1) < 1e-6
to_wavenumber = const.e / (const.h * const.c * 100)
print(f"J = {J:.3f} eV, distance = {distance:.1f} angstrom, g = {g:.1f}")
print(f"dipolar energy constant C = {dipole:.4e} eV")

# equal dimer, everything along z
local = -2.0e-5
pair_D = -3 * dipole
D1, D12 = axial(local, [0, 0, 1]), axial(pair_D, [0, 0, 1])
A, B = pair_spins(2.5, 2.5)
V = contract(A, D1, A) + contract(B, D1, B) + contract(A, D12, B)
spins = total_spins(2.5, 2.5)
P1, P2, P3 = [multiplet_basis(A + B, s) for s in (1, 2, 3)]
mix_12 = np.linalg.norm(P1.conj().T @ V @ P2)
mix_13 = np.linalg.norm(P1.conj().T @ V @ P3)
assert mix_12 < 1e-14 and mix_13 > 1e-7
print(f"equal dimer 5/2,5/2: local D = {local:.2e} eV")
print(f"equal dimer: pair D = -3C = {pair_D:.4e} eV")
print(f"equal dimer: norm of S=1 to S=3 coupling = {mix_13:.3e} eV")
for s in (1.0, 5.0):
    d1, d2, d12 = coefficients(2.5, 2.5, s)
    tensor = (d1 + d2) * D1 + d12 * D12
    giant_D = 1.5 * tensor[2, 2]
    dev = deviations(A, B, J, V, spins, s, tensor)
    exact = multiplet_levels(A, B, J, V, spins, s)
    width, model_width = np.ptp(exact), np.ptp(giant_levels(tensor, s))
    assert abs(width / model_width - 1) < 0.05
    print(f"equal S={s:.0f}: D_S = {giant_D:.4e} eV = "
          f"{giant_D * to_wavenumber:.4f} cm^-1")
    print(f"equal S={s:.0f}: multiplet width, giant spin {model_width:.4e} eV,"
          f" full H {width:.4e} eV")
    print(f"equal S={s:.0f}: largest level deviation at J, 2J (eV): "
          f"{dev[0]:.2e} {dev[1]:.2e}")

# unequal dimer, tilted second site, pair axis along x
strength1, strength2, tilt = -5.0e-5, 4.0e-4, 40.0
angle = np.radians(tilt)
D1 = axial(strength1, [0, 0, 1])
D2 = axial(strength2, [np.sin(angle), 0, np.cos(angle)])
D12 = axial(pair_D, [1, 0, 0])
A, B = pair_spins(2.5, 1.0)
V = contract(A, D1, A) + contract(B, D2, B) + contract(A, D12, B)
spins = total_spins(2.5, 1.0)
print(f"unequal dimer 5/2,1: local D = {strength1:.2e}, {strength2:.2e} eV")
print(f"unequal dimer: axis of site 2 tilted by {tilt:.0f} degrees in xz")
show("D1", D1)
show("D2", D2)
show("D12", D12)
s = 1.5
d1, d2, d12 = coefficients(2.5, 1.0, s)
tensor = d1 * D1 + d2 * D2 + d12 * D12
show("D_S for S=3/2", tensor)
values, axes = np.linalg.eigh(tensor)
main = int(np.argmax(abs(values)))
others = np.delete(values, main)
giant_D, giant_E = 1.5 * values[main], abs(others[0] - others[1]) / 2
axis_angle = np.degrees(np.arccos(min(1.0, abs(axes[2, main]))))
splitting = 2 * np.sqrt(giant_D**2 + 3 * giant_E**2)
model = giant_levels(tensor, s)
assert abs(model[3] - model[0] - splitting) < 1e-14
exact = multiplet_levels(A, B, J, V, spins, s)
exact_splitting = exact[2:].mean() - exact[:2].mean()
assert abs(exact[1] - exact[0]) < 1e-12 and abs(exact[3] - exact[2]) < 1e-12
assert abs(exact_splitting / splitting - 1) < 0.15
dev = deviations(A, B, J, V, spins, s, tensor)
print("principal values of D_S (eV): "
      + " ".join(f"{v:.4e}" for v in values))
print(f"S=3/2: D = {giant_D:.4e} eV = {giant_D * to_wavenumber:.4f} cm^-1")
print(f"S=3/2: |E| = {giant_E:.4e} eV, |E/D| = {giant_E / abs(giant_D):.4f}")
print(f"S=3/2: main axis to z: {axis_angle:.2f} degrees")
print(f"S=3/2: doublet splitting, giant spin: {splitting:.4e} eV")
print(f"S=3/2: doublet splitting, full H: {exact_splitting:.4e} eV")
print("S=3/2: level deviation at J, 2J, 4J, 8J (eV): "
      + " ".join(f"{v:.2e}" for v in dev))
print("no test failed")
```

It prints:

```
multiplets tested (S1, S2 up to 5/2, S >= 1): 41
largest error, closed form vs projection: 1.8e-15
largest error, 6j/9j vs projection: 8.9e-16
S1=0.5 S2=0.5 S=1.0: d1=0.0000 d2=0.0000 d12=0.5000
S1=1.0 S2=1.0 S=1.0: d1=-0.5000 d2=-0.5000 d12=1.0000
S1=1.0 S2=1.0 S=2.0: d1=0.1667 d2=0.1667 d12=0.3333
S1=2.5 S2=2.5 S=1.0: d1=-3.2000 d2=-3.2000 d12=3.7000
S1=2.5 S2=2.5 S=2.0: d1=-0.4762 d2=-0.4762 d12=0.9762
S1=2.5 S2=2.5 S=3.0: d1=-0.0222 d2=-0.0222 d12=0.5222
S1=2.5 S2=2.5 S=4.0: d1=0.1429 d2=0.1429 d12=0.3571
S1=2.5 S2=2.5 S=5.0: d1=0.2222 d2=0.2222 d12=0.2778
S1=2.5 S2=1.0 S=1.5: d1=1.8667 d2=0.0667 d12=-0.4667
S1=2.5 S2=1.0 S=2.5: d1=0.6571 d2=-0.1143 d12=0.2286
S1=2.5 S2=1.0 S=3.5: d1=0.4762 d2=0.0476 d12=0.2381
J = 0.010 eV, distance = 3.0 angstrom, g = 2.0
dipolar energy constant C = 7.9528e-06 eV
equal dimer 5/2,5/2: local D = -2.00e-05 eV
equal dimer: pair D = -3C = -2.3858e-05 eV
equal dimer: norm of S=1 to S=3 coupling = 4.745e-05 eV
equal S=1: D_S = 3.9724e-05 eV = 0.3204 cm^-1
equal S=1: multiplet width, giant spin 3.9724e-05 eV, full H 3.9730e-05 eV
equal S=1: largest level deviation at J, 2J (eV): 4.27e-09 2.14e-09
equal S=5: D_S = -1.5516e-05 eV = -0.1251 cm^-1
equal S=5: multiplet width, giant spin 3.8791e-04 eV, full H 3.8791e-04 eV
equal S=5: largest level deviation at J, 2J (eV): 1.48e-09 7.40e-10
unequal dimer 5/2,1: local D = -5.00e-05, 4.00e-04 eV
unequal dimer: axis of site 2 tilted by 40 degrees in xz
D1 xx,yy,zz,xz (eV): 1.6667e-05 1.6667e-05 -3.3333e-05 -0.0000e+00
D2 xx,yy,zz,xz (eV): 3.1937e-05 -1.3333e-04 1.0140e-04 1.9696e-04
D12 xx,yy,zz,xz (eV): -1.5906e-05 7.9528e-06 7.9528e-06 -0.0000e+00
D_S for S=3/2 xx,yy,zz,xz (eV): 4.0663e-05 1.8511e-05 -5.9174e-05 1.3131e-05
principal values of D_S (eV): -6.0872e-05 1.8511e-05 4.2361e-05
S=3/2: D = -9.1308e-05 eV = -0.7364 cm^-1
S=3/2: |E| = 1.1925e-05 eV, |E/D| = 0.1306
S=3/2: main axis to z: 7.37 degrees
S=3/2: doublet splitting, giant spin: 1.8723e-04 eV
S=3/2: doublet splitting, full H: 1.8731e-04 eV
S=3/2: level deviation at J, 2J, 4J, 8J (eV): 3.99e-08 2.02e-08 1.02e-08 5.11e-09
no test failed
```
